# Sensitivity of Contact Resistance to the Local Interface Resistivity

## 1. What dimensions and symmetry fix

A current $I$ passes from a semiconductor to a metal through an interface $\Gamma$ of area $A$. The interface has a specific contact resistivity $\rho_c(s)$, in $\Omega\,\mathrm{cm}^2$, which may vary with position $s$. The sensitivity of the resistance $R$ is defined by the first-order response

$$\delta R=\int_\Gamma \frac{\delta R}{\delta\rho_c(s)}\,\delta\rho_c(s)\,dA .$$

Since $R$ is in ohms and $\delta\rho_c\,dA$ in ohms times length$^4$, the sensitivity has dimension length$^{-4}$.

Suppose that it depends on the solution through the local normal current density $J_n(s)$ alone. In a linear structure $J_n$ is proportional to $I$ while $R$ does not depend on $I$, so only the ratio $J_n/I$, of dimension length$^{-2}$, can enter. If no other length enters, the sensitivity is $c\,(J_n/I)^2$ with a pure number $c$. The square also respects a symmetry: reversing the chosen normal changes the sign of $J_n$ but cannot change $R$.

Uniform injection fixes $c$. There $J_n=I/A$, and the interface adds $\rho_c/A$ to the resistance, so a uniform change adds $\delta\rho_c/A$. The assumed form gives $c\,(1/A^2)\,\delta\rho_c\,A=c\,\delta\rho_c/A$. Hence $c=1$ and

$$\boxed{\frac{\delta R}{\delta\rho_c(s)}=\frac{J_n(s)^2}{I^2}}$$

The assumption of locality needs proof. A change of $\rho_c$ at one point redistributes the current everywhere, and it must be shown that this redistribution does not contribute at first order.

## 2. The model and its conditions

The semiconductor $\Omega_s$ and the metal $\Omega_m$ obey a local, linear Ohm's law,

$$\mathbf E=-\nabla\phi=r\,\mathbf J,\qquad \nabla\cdot\mathbf J=0,$$

where the resistivity tensor $r$ is symmetric and positive definite. It may vary in space and be anisotropic, but it stays fixed when $\rho_c$ changes. On $\Gamma$ the normal $\mathbf n$ points from semiconductor to metal, $J_n=\mathbf J\cdot\mathbf n$ is continuous, and

$$\phi_s-\phi_m=\rho_c J_n ,$$

with $\rho_c$ bounded above and bounded away from zero. The outer walls are insulating. Current enters at an equipotential terminal on the semiconductor, at potential $V$, and leaves at an equipotential terminal on the metal, at potential zero. The resistance is $R=V/I$, with voltage and current taken at the same two terminals. If a fixed lead resistance is subtracted to define the contact resistance, the derivative is unchanged.

## 3. A power relation for two different solutions

Let $\phi,\mathbf E$ belong to one solution, and let $\mathbf J'$ be any conserved current pattern in the same structure with terminal current $I'$. Because $\nabla\cdot\mathbf J'=0$, we have $\mathbf E\cdot\mathbf J'=-\nabla\cdot(\phi\mathbf J')$. The divergence theorem is applied to each region.

- In $\Omega_s$ the outward flux of $\mathbf J'$ at the entry terminal is $-I'$, which contributes $+VI'$. On $\Gamma$ the outward normal is $\mathbf n$, which contributes $-\int_\Gamma\phi_sJ'_n\,dA$.
- In $\Omega_m$ the outward normal on $\Gamma$ is $-\mathbf n$, which contributes $+\int_\Gamma\phi_mJ'_n\,dA$. The exit terminal is at zero potential and contributes nothing.

Adding the two regions and moving the interface terms to the other side gives

$$VI'=\int\mathbf E\cdot\mathbf J'\,d^3r+\int_\Gamma(\phi_s-\phi_m)J'_n\,dA. \tag{1}$$

The potentials and the currents in (1) need not belong to the same solution.

## 4. An identity for changes of any size

Let the unprimed solution have interface resistivity $\rho_c$ and the primed one $\rho_c'=\rho_c+\Delta$. Equation (1) is used twice, with the roles exchanged:

$$VI'=\int\mathbf J'\cdot r\mathbf J\,d^3r+\int_\Gamma\rho_cJ_nJ'_n\,dA,$$

$$V'I=\int\mathbf J\cdot r\mathbf J'\,d^3r+\int_\Gamma\rho_c'J'_nJ_n\,dA.$$

Since $r$ is symmetric, the bulk integrals are equal. Subtract the first line from the second, set $I'=I$, and divide by $I^2$:

$$R'-R=\frac1{I^2}\int_\Gamma\Delta\,J_nJ'_n\,dA. \tag{2}$$

No expansion in $\Delta$ has been made. What remains is to show that $J'_n$ may be replaced by $J_n$ at first order.

## 5. The redistribution is second order

Let $\mathbf j=\mathbf J'-\mathbf J$. Both solutions carry the current $I$, so $\mathbf j$ has zero terminal current. The potential difference $\phi'-\phi$ has the field $r\mathbf j$, and its jump across the interface is

$$\rho_c'J'_n-\rho_cJ_n=\rho_c'(J_n+j_n)-\rho_cJ_n=\rho_c'j_n+\Delta J_n .$$

Now use (1) with the potential $\phi'-\phi$ and the current $\mathbf j$. The left side vanishes, and

$$\int\mathbf j\cdot r\mathbf j\,d^3r+\int_\Gamma\rho_c'j_n^2\,dA=-\int_\Gamma\Delta J_nj_n\,dA. \tag{3}$$

The left side is not negative. The right side is bounded by the Cauchy-Schwarz inequality, after writing the integrand as $(\Delta J_n/\sqrt{\rho_c'})(\sqrt{\rho_c'}\,j_n)$:

$$\left|\int_\Gamma\Delta J_nj_n\,dA\right|\le\left(\int_\Gamma\frac{\Delta^2}{\rho_c'}J_n^2\,dA\right)^{1/2}\left(\int_\Gamma\rho_c'j_n^2\,dA\right)^{1/2}.$$

Dropping the non-negative bulk term in (3) and dividing by the last factor gives

$$\int_\Gamma\rho_c'j_n^2\,dA\le\int_\Gamma\frac{\Delta^2}{\rho_c'}J_n^2\,dA. \tag{4}$$

Inserting (4) in the line before it shows that $|\int\Delta J_nj_n\,dA|$ is at most the right side of (4).

Write $J'_n=J_n+j_n$ in (2):

$$I^2(R'-R)=\int_\Gamma\Delta J_n^2\,dA+\int_\Gamma\Delta J_nj_n\,dA .$$

By (3) the last term is never positive, and its magnitude has just been bounded. Since $\Delta-\Delta^2/\rho_c'=\Delta\,(\rho_c'-\Delta)/\rho_c'=\Delta\,\rho_c/\rho_c'$,

$$\int_\Gamma\frac{\rho_c}{\rho_c'}\Delta J_n^2\,dA\;\le\;I^2(R'-R)\;\le\;\int_\Gamma\Delta J_n^2\,dA. \tag{5}$$

For $\Delta=\epsilon\,\eta(s)$ with bounded $\eta$, the two limits differ by a term of order $\epsilon^2$. Dividing by $\epsilon$ and letting $\epsilon\to0$ gives $dR/d\epsilon=\int\eta J_n^2\,dA/I^2$ for every such $\eta$, which is the boxed result.

The upper limit in (5) says that $R$ lies on or below its tangent at every $\rho_c$, so $R$ is a concave functional of $\rho_c$. Physically, when $\rho_c$ rises in one small region, current moves away from that region, and the resistance rises by less than the first-order estimate. When $\rho_c$ rises by the same amount everywhere, (3) shows that the current shifts on average from places of high current density to places of lower density, with the same effect on $R$.

## 6. A uniform change, and what it measures

If $\rho_c$ changes by the same amount everywhere,

$$\frac{dR}{d\rho_c}=\frac1{I^2}\int_\Gamma J_n^2\,dA\ge\frac1A .$$

The inequality follows from $I^2=(\int J_n\,dA)^2\le A\int J_n^2\,dA$, with equality for uniform injection.

Setting the two solutions equal in (1) gives the power balance

$$R=\frac1{I^2}\int\mathbf J\cdot r\mathbf J\,d^3r+\frac1{I^2}\int_\Gamma\rho_cJ_n^2\,dA .$$

For uniform $\rho_c$ the last term is $\rho_c\,dR/d\rho_c$. The logarithmic sensitivity $(\rho_c/R)\,dR/d\rho_c$ is therefore the fraction of the Joule heat released at the interface. It is below one whenever the bulk dissipates.

## 7. Where the square fails

**Separate sense terminals.** In a Kelvin structure, current $I_a$ flows between two force terminals, and the voltage $V_K$ is read between two sense terminals that carry no net current. Let pattern $b$ be the one obtained by driving $I_b$ through the sense pair with the force pair floating. With several terminals, the left side of (1) becomes the sum of potential times entering current, so floating terminals drop out. Let pattern $a'$ belong to $\rho_c'$, and $b$ to $\rho_c$. Then

$$V_K'I_b=\int\mathbf J_b\cdot r\mathbf J_a'\,d^3r+\int_\Gamma\rho_c'J_a'J_b\,dA,$$

$$V_bI_a=\int\mathbf J_a'\cdot r\mathbf J_b\,d^3r+\int_\Gamma\rho_cJ_bJ_a'\,dA,$$

where $V_b$ is the voltage that pattern $b$ produces between the force terminals. For $\Delta=0$ the right sides agree, so $V_KI_b=V_bI_a$. Subtracting in the general case gives $(V_K'-V_K)I_b=\int\Delta J_a'J_b\,dA$. The bound (4) holds for $\mathbf J_a'-\mathbf J_a$, which carries no net current at any terminal. With $R_K=V_K/I_a$,

$$\frac{\delta R_K}{\delta\rho_c(s)}=\frac{J_a(s)J_b(s)}{I_aI_b}.$$

**Magnetic field.** Here $r(-B)=r(B)^{T}$, so the bulk terms cancel if one solution is taken at $B$ and the other at $-B$. The same subtraction gives $J_B(s)J_{-B}(s)/I^2$. The bound (4) on the redistribution survives because $\mathbf j\cdot r\mathbf j$ involves only the symmetric part of $r$. The limits (5), written with $J_B^2$, do not: already at first order the change is set by the product and not by the square.

**Nonlinear interface.** Let the drop be $\rho_cJ_n(1+aJ_n)$ with uniform injection. The interface part of $V/I$ is then $\rho_c(1+aI/A)/A$. Its derivative with respect to $\rho_c$ is $(1+aI/A)/A$, whereas $\int J_n^2\,dA/I^2=1/A$. The true derivative differs from the formula by the fraction $aI/A$ of the formula's value.

**A numerical case.** Two square sheets of unit side were solved by finite elements in dimensionless units. They touch in a central window of side 0.5, where $\rho_c=0.05\,[1+0.5\sin(7x+3y)]$. The mesh has 24 by 24 cells, and each of the 13 by 13 nodes in the window, including those on its border, carries one full cell area, so the interface area is $169/576=0.29$ rather than 0.25. The relations hold for this discrete network as well, but the values below are not those of the continuum limit. On fine meshes with a window of area 0.25 the Kelvin slope below moves from 0.016 to 0.018, its ratio to the square from 3.1 to 2.8, and the error of the square in a magnetic field from 20% to 18%. The semiconductor conductivity has components $xx=1$, $yy=0.6$, $xy=0.3$; the metal has conductivity 5. The force terminals are on the left edge (semiconductor) and right edge (metal), the sense terminals on the bottom edge (semiconductor) and top edge (metal).

- Derivatives of the two-terminal resistance, taken by solving again with $\rho_c$ slightly scaled at one node or on a patch, agree with the $J_n^2/I^2$ sums to a relative $9\times10^{-7}$ or better.
- When $\rho_c$ at each node is multiplied by a random factor between $e^{-1}$ and $e$, $R$ changes by $-0.0204$. Identity (2) gives the same value, and the limits (5) are $-0.0257$ and $+0.0331$. The upper limit is the first-order estimate, which here has the wrong sign.
- For a patch at the upper left of the window, near the semiconductor force terminal and far from its sense terminal, the Kelvin resistance changes by $0.0162$ per unit relative change of $\rho_c$. The product form gives $0.0162$; the square $J_a^2$ gives $0.0497$, about three times the true value.
- For the two-terminal resistance of the same window with an isotropic semiconductor and $\mu B=0.5$, the slope on that patch is $0.0331$. The product form reproduces it, while $J_B^2$ gives $0.0266$, which is 20% too low. With the field reversed the slope is the same and the square is too high by about a quarter.

## 8. The transmission-line contact

A thin semiconductor sheet of sheet resistance $R_s$ and width $W$ lies under an equipotential metal for $0<x<L$. Current enters at $x=0$. Let $i(x)$ be the current still in the sheet, and $\phi(x)$ its potential relative to the metal. Then

$$\phi'=-\frac{R_s}{W}i,\qquad i'=-WJ_n,\qquad J_n=\frac{\phi}{\rho_c}.$$

For uniform $\rho_c$, differentiating the first equation gives $\phi''=\phi/L_T^2$ with the transfer length $L_T=\sqrt{\rho_c/R_s}$. No current leaves the sheet at its end, so $\phi'(L)=0$ and $\phi=C\cosh[(L-x)/L_T]$. With $l=L/L_T$, the condition $i(0)=I$ reads $(W/R_s)(C/L_T)\sinh l=I$, so $C=IR_sL_T/(W\sinh l)$. Since $R_sL_T/\rho_c=1/L_T$,

$$\frac{J_n(x)}I=\frac{\cosh[(L-x)/L_T]}{WL_T\sinh l},\qquad R_c=\frac{\phi(0)}I=\frac{\rho_c}{WL_T}\coth l .$$

For the uniform sensitivity, use $\int_0^L\cosh^2(u/L_T)\,du=\tfrac12L_T(l+\sinh l\cosh l)$:

$$\frac{dR_c}{d\rho_c}=W\int_0^L\frac{J_n^2}{I^2}\,dx=\frac1{2WL_T}\left[\coth l+\frac l{\sinh^2l}\right].$$

Direct differentiation confirms this. Write $R_c=(\sqrt{R_s\rho_c}/W)\coth l$ and note $dl/d\rho_c=-l/(2\rho_c)$. The square root yields the first term in the bracket and the hyperbolic cotangent the second.

For $l\to0$ both terms tend to $1/l$, and the slope is $1/(WL)=1/A$: injection is uniform. For $l\to\infty$ the slope is $1/(2WL_T)$ and $R_c=\rho_c/(WL_T)$, so half the heat is released at the interface. In that limit $J_n^2/I^2=e^{-2x/L_T}/(WL_T)^2$, and the sensitivity decays over $L_T/2$.

## 9. A silicide contact in numbers

Take $\rho_c=10^{-8}\ \Omega\,\mathrm{cm}^2=10^6\ \Omega\,\mathrm{nm}^2$, $R_s=100\ \Omega$ per square, $L=200$ nm and $W=1000$ nm. Then $L_T=\sqrt{10^6/100}=100$ nm, $l=2$, and

$$R_c=\frac{10^6}{1000\times100}\times1.037\ \Omega=10.4\ \Omega .$$

The sensitivity is $(1.037/10^5)^2=1.08\times10^{-10}\ \mathrm{nm}^{-4}$ at the front edge and $7.6\times10^{-12}\ \mathrm{nm}^{-4}$ at the rear, a ratio of 14. For a uniform change,

$$\frac{dR_c}{d\rho_c}=\frac{1.037+0.152}{2\times10^5}\ \mathrm{nm}^{-2}=5.95\times10^{-6}\ \mathrm{nm}^{-2}=5.95\times10^{8}\ \mathrm{cm}^{-2},$$

above $1/A=5.0\times10^{-6}\ \mathrm{nm}^{-2}$. Multiplying by $\rho_c$ gives $5.95\ \Omega$, or 57% of $R_c$. A 1% uniform rise of $\rho_c$ therefore raises $R_c$ by about 0.57%.

Now change $\rho_c$ in a 20 nm stripe across the full width, a tenth of the area:

| Stripe, factor | First order (Ω) | Full change (Ω) | Lower limit (Ω) |
|---|---|---|---|
| front, 1.1 | 0.179 | 0.165 | 0.162 |
| front, 2 | 1.787 | 0.984 | 0.894 |
| rear, 1.1 | 0.0154 | 0.0142 | 0.0140 |
| rear, 2 | 0.154 | 0.085 | 0.077 |

The front stripe holds $1.787/5.95=30\%$ of the uniform sensitivity, the rear stripe 2.6%.

Doubling is far outside the linear range: at the front the first-order value exceeds the full change by 82% of the latter. Identity (2) shows why. With $\Delta$ constant in the stripe, the ratio of full to first-order change is the average of $J'_n/J_n$ there, weighted by $J_n^2$. It is $0.984/1.787=0.55$. If the voltage across the interface had stayed the same, doubling $\rho_c$ would have halved the current density, giving $0.50$ and the lower limit in (5). With the same weighting, the interface voltage in the stripe in fact rises by about 10%, since $2\times0.55=1.10$. Because the total current is fixed, all the current that leaves the stripe passes through the rest of the contact.

## 10. The model beside a real contact

The parameters are rough typical values for a silicide on heavily doped n-type silicon; advanced contacts reach lower $\rho_c$. Of the effects sized here, the largest comes from the assumption of an equipotential metal. With a silicide of 10 Ω per square and the current collected at its far end, the resistance becomes 11.3 Ω (+8.7%) and the uniform slope falls by 3.1%. The size and sign depend on where the current leaves the metal: collected at the near end, $R_s$ is replaced by the sum of the two sheet resistances, the resistance becomes 10.8 Ω (+4.2%) and the slope rises by 2.4%. A two-dimensional cross-section of a 40 nm deep layer under an equipotential metal gives 10.7 Ω (+2.8%) and a slope lower by 0.9%. These corrections change the current pattern; the boxed relation still holds with the new pattern.

Other effects test the relation's own conditions. At 0.1 mA the interface drop at the front edge is 1.0 mV. For an exponential current-voltage law with voltage scale $k_BT/e=25.9$ mV at 300 K, the leading relative departure from linearity is $1.04/(2\times25.9)=2.0\%$, and at small currents it grows in proportion to the current. This voltage scale belongs to thermionic emission. At the heavy doping assumed here electrons mainly tunnel through the barrier, which follows a different law with a different voltage scale, so the 2% is an illustration and not a prediction for this contact. Joule heating, estimated for a disc of equal area on silicon of rough conductivity 100 W/(m K), raises the temperature by about 1 mK. The Peltier heat $STI$ at the contact is larger at this current: for a Seebeck coefficient of 50 to 150 µV/K in the doped silicon it shifts the temperature by roughly 15 to 50 mK, and the thermoelectric voltage that follows, being linear in the current, changes the apparent resistance by roughly 0.1 to 0.7%. The model leaves this out. With a rough mobility of 80 cm²/Vs, $\mu B$ is 0.008 at 1 T, far below the 0.5 used in section 7. This mobility is on the high side: measured values at the doping needed for 100 Ω per square in 40 nm are nearer 40 cm²/Vs. The estimated mean free path is 5 nm with the higher value and about 3 nm with the lower, against a depth of 40 nm and a transfer length of 100 nm, so a local Ohm's law is reasonable in most of the layer. Within a few mean free paths of the interface, and especially near its front edge, it is only approximate.

One further condition is that $R_s$ under the contact stays fixed. If a process step changes $\rho_c$ and also consumes doped silicon, both vary, and for a long contact $R_c=\sqrt{R_s\rho_c}/W$ responds equally to the same relative change of either. To first order the measured change is then the sum of an interface term and a sheet term, and the interface sensitivity gives only the first. If $\rho_c$ falls while $R_s$ rises, the two terms have opposite signs, and the net change can be smaller than the interface term or even have the other sign. The complete set of values is in the numerical output below.

## Calculated quantities

```
GENERAL TESTS (dimensionless)
worst relative error, J^2/I^2 vs differences: 9.0e-07
large random change of R, re-solved: -0.020408
  identity with J J': -0.020408
  lower and upper bound: -0.025711, 0.033068
Kelvin corner slope, numeric: 0.016206
  product Ja Jb: 0.016206
  plain square Ja^2: 0.049714
Hall corner slope (mu B = 0.5), numeric: 0.033118
  product J(B)J(-B): 0.033118
  plain square J(B)^2: 0.026623
EXAMPLE INPUTS
rho_c = 1.0e-08 ohm cm2 = 1.00e+06 ohm nm2
Rs = 100 ohm/sq, L = 200 nm, W = 1000 nm
layer depth = 40 nm, stripe = 20 nm
EXAMPLE RESULTS
transfer length = 100.0 nm, L/LT = 2.000
contact resistance = 10.373 ohm
J^2/I^2 at front = 1.076e-10 nm^-4
J^2/I^2 at middle = 1.810e-11 nm^-4
J^2/I^2 at rear = 7.602e-12 nm^-4
front/rear ratio = 14.15
dR/drho_c, uniform = 5.9468e-06 nm^-2 = 5.9468e+08 cm^-2
1/area = 5.0000e-06 nm^-2
rho_c dR/drho_c = 5.947 ohm
interface share of Joule loss = 57.3 %
front stripe, rho_c x 1.1: first order 0.1787, true 0.1652, lower bound 0.1625 ohm
front stripe, rho_c x 2.0: first order 1.7874, true 0.9839, lower bound 0.8937 ohm
rear stripe, rho_c x 1.1: first order 0.0154, true 0.0142, lower bound 0.0140 ohm
rear stripe, rho_c x 2.0: first order 0.1541, true 0.0848, lower bound 0.0770 ohm
NEGLECTED EFFECTS
finite depth: R = 10.664 ohm (+2.8 %)
  uniform slope = 5.895e-06 nm^-2 (-0.9 %)
  mesh change 5 to 2.5 nm: R +0.035 %, slope -0.031 %
silicide 10 ohm/sq, far-end exit: R = 11.273 ohm (+8.7 %)
  uniform slope = 5.765e-06 nm^-2 (-3.1 %)
test current = 0.10 mA, T = 300 K
front current density = 1.037e+05 A/cm2
front interface drop = 1.037 mV, kT/e = 25.85 mV
exponential-law nonlinearity, drop/(2kT/e) = 2.01 %
thermal conductivity = 100 W/(m K)
self-heating of equal-area disc = 1.028 mK
mobility = 80 cm2/Vs, implied density = 1.95e+20 cm^-3
Hall angle mu B at 1 T = 0.0080
mean free path (six valleys, isotropic) = 5.2 nm
```
